# Average Gaps of Diamond, Silicon and Germanium from the Penn Relation: verification in Python

```python
# Result under test: the Penn relation eps = 1 + (Ep/Eg)^2, where
#   eps = electronic dielectric constant, Ep = free-electron valence plasmon
#   energy, Eg = average gap. For strengths f_j (sum 1) at energies E_j,
#   1/Eg^2 = sum f_j/E_j^2, so Eg is a spectral average, not a peak position.
# Crystal inputs are rough two-figure values; energies in eV, lengths in angstrom.
import itertools
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq

ATOMS_PER_CELL = 8
VALENCE = 4


def plasmon_energy(density):
    """Free-electron plasmon energy in eV; density in electrons per cubic angstrom."""
    omega = np.sqrt(density * 1e30 * const.e**2 / (const.epsilon_0 * const.m_e))
    return const.hbar * omega / const.e


def electron_density(a):
    return ATOMS_PER_CELL * VALENCE / a**3


def penn_gap(a, eps):
    return plasmon_energy(electron_density(a)) / np.sqrt(eps - 1)


def susceptibility(energy, plasmon, strengths, resonances, damping):
    """Complex eps - 1 of a set of damped oscillators."""
    return sum(f * plasmon**2 / (r**2 - energy**2 - 1j * damping * energy)
               for f, r in zip(strengths, resonances))


# Count atoms of the diamond structure in a large sphere (unit: cubic cell edge).
cells = np.array(list(itertools.product(range(-14, 15), repeat=3)), dtype=float)
fcc = np.array([[0, 0, 0], [0, .5, .5], [.5, 0, .5], [.5, .5, 0]])
basis = np.vstack([fcc, fcc + 0.25])
radius = 12.0
count = sum(np.count_nonzero(np.sum((cells + b)**2, axis=1) < radius**2)
            for b in basis)
counted_density = count / (4 * np.pi * radius**3 / 3)
assert abs(counted_density - ATOMS_PER_CELL) < 0.08
print(f"Atoms per cubic cell, counted in sphere: {counted_density:.2f}")

# name: (a, half unit of a, eps, half unit of eps, E2, half unit of E2)
crystals = {
    "diamond": (3.6, 0.05, 5.7, 0.05, 12.0, 0.5),
    "silicon": (5.4, 0.05, 12.0, 0.5, 4.3, 0.05),
    "germanium": (5.7, 0.05, 16.0, 0.5, 4.4, 0.05),
}
hartree = const.value("Hartree energy in eV")
bohr = const.value("Bohr radius") * 1e10
energy_grid = np.arange(1.0, 60.0, 0.001)

for name, (a, da, eps, deps, e2, de2) in crystals.items():
    density = electron_density(a)
    plasmon = plasmon_energy(density)
    gap = penn_gap(a, eps)

    # Plasmon energy again, through atomic units.
    atomic_units = hartree * np.sqrt(4 * np.pi * density * bohr**3)
    assert abs(plasmon / atomic_units - 1) < 1e-7

    # Static dielectric constant from the electron's motion after a field is
    # switched on; time in fs, displacement in units of (charge*field/mass) fs^2.
    omega = gap * const.e / const.hbar * 1e-15
    friction = 0.4 * omega
    motion = solve_ivp(
        lambda t, y: [y[1], 1 - friction * y[1] - omega**2 * y[0]],
        (0, 120 / omega), [0, 0], rtol=1e-9, atol=1e-12)
    assert motion.success
    displacement = motion.y[0, -1] * 1e-30
    eps_motion = 1 + (density * 1e30 * const.e**2 * displacement
                      / (const.epsilon_0 * const.m_e))
    assert abs(eps_motion - eps) < 1e-5 * eps

    # Position of the energy-loss maximum, searched on a grid.
    loss_energy = np.sqrt(plasmon**2 + gap**2)
    eps_grid = 1 + susceptibility(energy_grid, plasmon, [1.0], [gap], 0.05)
    loss_found = energy_grid[np.argmax(np.imag(-1 / eps_grid))]
    assert abs(loss_found - loss_energy) < 0.003
    assert abs(loss_found / np.sqrt(eps) - gap) < 0.003
    misused_gap = loss_found / np.sqrt(eps - 1)
    assert abs(misused_gap / gap - np.sqrt(eps / (eps - 1))) < 0.001

    # Range allowed by rounding, and whether the sign of Eg - E2 survives it.
    corners = [penn_gap(a + s * da, eps + t * deps)
               for s in (-1, 1) for t in (-1, 1)]
    low, high = min(corners), max(corners)
    if gap > e2:
        assert low > e2 + de2
        order = "above"
    else:
        assert high < e2 - de2
        order = "below"

    print(f"{name}: rough inputs a = {a:.1f} angstrom, eps = {eps:.3g}, "
          f"E2 = {e2:.3g} eV")
    print(f"  valence density = {density:.4f} per cubic angstrom")
    print(f"  plasmon energy = {plasmon:.2f} eV")
    print(f"  average gap Eg = {gap:.2f} eV")
    print(f"  Eg range from input rounding = {low:.2f} to {high:.2f} eV")
    print(f"  Eg/E2 = {gap / e2:.2f}; Eg is {order} E2 despite rounding")
    print(f"  model loss-peak energy = {loss_found:.2f} eV")
    print(f"  gap if loss peak is misused = {misused_gap:.2f} eV")

    if name == "germanium":
        needed = VALENCE * (e2 / gap)**2
        scaled_plasmon = plasmon_energy(ATOMS_PER_CELL * needed / a**3)
        assert abs(scaled_plasmon / np.sqrt(eps - 1) - e2) < 1e-9
        print(f"  electrons per atom needed for Eg = E2: {needed:.2f}")

# Model spectra: integrate absorption, locate its peak, compare with the average.
model_plasmon, damping = 16.0, 0.5
models = {
    "A": ([0.5, 0.5], [4.0, 8.0]),
    "B": ([0.2, 0.8], [2.5, 4.5]),
}
for label, (strengths, resonances) in models.items():
    def absorption(energy):
        return np.imag(susceptibility(energy, model_plasmon, strengths,
                                      resonances, damping))

    def integrate(function):
        near = quad(function, 0, 20, points=resonances, limit=300)[0]
        return near + quad(function, 20, np.inf, limit=300)[0]

    eps_static = 1 + 2 / np.pi * integrate(lambda x: absorption(x) / x)
    plasmon_squared = 2 / np.pi * integrate(lambda x: absorption(x) * x)
    gap_spectrum = np.sqrt(plasmon_squared / (eps_static - 1))
    gap_average = sum(f / r**2 for f, r in zip(strengths, resonances))**-0.5
    assert abs(plasmon_squared / model_plasmon**2 - 1) < 1e-6
    assert abs(gap_spectrum - gap_average) < 1e-5
    peak = energy_grid[np.argmax(absorption(energy_grid))]
    if label == "A":
        assert gap_spectrum > peak + 0.5
    else:
        assert gap_spectrum < peak - 0.5
    print(f"Model {label}: plasmon {model_plasmon:.1f} eV, "
          f"damping {damping:.1f} eV")
    print(f"  strengths {strengths} at {resonances} eV")
    print(f"  eps = {eps_static:.2f}, absorption peak = {peak:.2f} eV, "
          f"Eg = {gap_spectrum:.2f} eV")

# Lorentz local field: find the shifted resonance as the pole of eps - 1.
local_plasmon, spring_energy = 12.0, 8.0


def polarization_ratio(energy):
    return local_plasmon**2 / (3 * (spring_energy**2 - energy**2))


def inverse_susceptibility(energy):
    ratio = polarization_ratio(energy)
    return (1 - ratio) / (3 * ratio)


shifted = brentq(inverse_susceptibility, 0.0, 7.0)
eps_local = 1 + 1 / inverse_susceptibility(0.0)
assert abs(shifted**2 - (spring_energy**2 - local_plasmon**2 / 3)) < 1e-8
assert abs(eps_local - (1 + (local_plasmon / shifted)**2)) < 1e-8
print(f"Local-field model: plasmon {local_plasmon:.1f} eV, "
      f"spring energy {spring_energy:.1f} eV")
print(f"  optical resonance = {shifted:.2f} eV, eps = {eps_local:.2f}")

print("success")
```

Printed output:

```
Atoms per cubic cell, counted in sphere: 7.98
diamond: rough inputs a = 3.6 angstrom, eps = 5.7, E2 = 12 eV
  valence density = 0.6859 per cubic angstrom
  plasmon energy = 30.75 eV
  average gap Eg = 14.19 eV
  Eg range from input rounding = 13.82 to 14.56 eV
  Eg/E2 = 1.18; Eg is above E2 despite rounding
  model loss-peak energy = 33.87 eV
  gap if loss peak is misused = 15.62 eV
silicon: rough inputs a = 5.4 angstrom, eps = 12, E2 = 4.3 eV
  valence density = 0.2032 per cubic angstrom
  plasmon energy = 16.74 eV
  average gap Eg = 5.05 eV
  Eg range from input rounding = 4.87 to 5.24 eV
  Eg/E2 = 1.17; Eg is above E2 despite rounding
  model loss-peak energy = 17.48 eV
  gap if loss peak is misused = 5.27 eV
germanium: rough inputs a = 5.7 angstrom, eps = 16, E2 = 4.4 eV
  valence density = 0.1728 per cubic angstrom
  plasmon energy = 15.44 eV
  average gap Eg = 3.99 eV
  Eg range from input rounding = 3.87 to 4.11 eV
  Eg/E2 = 0.91; Eg is below E2 despite rounding
  model loss-peak energy = 15.94 eV
  gap if loss peak is misused = 4.12 eV
  electrons per atom needed for Eg = E2: 4.88
Model A: plasmon 16.0 eV, damping 0.5 eV
  strengths [0.5, 0.5] at [4.0, 8.0] eV
  eps = 11.00, absorption peak = 3.99 eV, Eg = 5.06 eV
Model B: plasmon 16.0 eV, damping 0.5 eV
  strengths [0.2, 0.8] at [2.5, 4.5] eV
  eps = 19.31, absorption peak = 4.49 eV, Eg = 3.74 eV
Local-field model: plasmon 12.0 eV, spring energy 8.0 eV
  optical resonance = 4.00 eV, eps = 10.00
success
```
